\section*{Constants of the generalised Wigner distribution for terrace widths}

\section*{The problem}

A vicinal crystal surface consists of flat terraces separated by steps of the same sign. Let $w$ be the width of a terrace, measured perpendicular to the mean step direction, and let $\ell=\langle w\rangle$ be its mean. The scaled width $s=w/\ell$ is dimensionless. Suppose that its probability density has the generalised Wigner form
\begin{equation}
P(s)=a\,s^{r}\exp(-b s^{2}),\qquad s>0,\quad b>0,
\label{form}
\end{equation}
with a real exponent $r$. Parts (a) to (c) take this form as given. Parts (d) and (e) ask where it comes from and how accurate it is, and part (f) puts in numbers.

\section*{(a) Which values of $a$ and $b$ are allowed for a given $r$?}

\textbf{Solution.} Two conditions must hold. A probability density has unit norm, and the scaling fixes the mean, since $\langle s\rangle=\langle w\rangle/\ell=1$:
\begin{equation}
\int_0^\infty P\,ds=1,\qquad \int_0^\infty sP\,ds=1 .
\label{conditions}
\end{equation}
Both involve the integral $I_q=\int_0^\infty s^{q}e^{-bs^2}ds$. Substitute $t=bs^2$, so that $s=(t/b)^{1/2}$ and $ds=\tfrac12 b^{-1/2}t^{-1/2}dt$:
\begin{equation}
I_q=\frac{1}{2\,b^{(q+1)/2}}\int_0^\infty t^{(q-1)/2}e^{-t}dt
=\frac{\Gamma[(q+1)/2]}{2\,b^{(q+1)/2}} .
\label{moment}
\end{equation}
The integral converges at $s=0$ if and only if $q>-1$. The norm therefore requires $r>-1$; for $r\le-1$ no choice of $a$ and $b$ can satisfy \eqref{conditions}.

The first condition reads $aI_r=1$, and the second $aI_{r+1}=1$. Dividing the second by the first removes $a$:
\begin{equation}
1=\frac{I_{r+1}}{I_r}
=\frac{\Gamma[(r+2)/2]}{\Gamma[(r+1)/2]}\;b^{-(r+2)/2+(r+1)/2}
=\frac{\Gamma[(r+2)/2]}{\Gamma[(r+1)/2]}\;b^{-1/2}.
\label{ratio}
\end{equation}
The right-hand side falls steadily from infinity to zero as $b$ grows, so there is one solution. Multiplying by $b^{1/2}$ and squaring gives
\begin{equation}
b=\left\{\frac{\Gamma[(r+2)/2]}{\Gamma[(r+1)/2]}\right\}^{2},
\qquad
a=\frac1{I_r}=\frac{2\,b^{(r+1)/2}}{\Gamma[(r+1)/2]} .
\label{result}
\end{equation}
The two conditions thus leave $r$ as the one free parameter. They say nothing about whether \eqref{form} describes a given surface: any set of widths has unit mean once it is divided by its own mean.

\section*{(b) What are the variance, the most probable width and the fraction of narrow terraces?}

\textbf{Solution.} The second moment is $I_{r+2}/I_r$. With $\Gamma(z+1)=z\Gamma(z)$ at $z=(r+1)/2$,
\begin{equation}
\langle s^2\rangle=\frac{\Gamma[(r+3)/2]}{b\,\Gamma[(r+1)/2]}=\frac{r+1}{2b},
\qquad
\sigma^2=\langle s^2\rangle-\langle s\rangle^2=\frac{r+1}{2b}-1 .
\label{variance}
\end{equation}

For the maximum, differentiate the logarithm: $d\ln P/ds=r/s-2bs$. For $r>0$ this changes sign from positive to negative at
\begin{equation}
s^*=\sqrt{r/(2b)} .
\label{mode}
\end{equation}
For $r=0$ the density is largest at $s=0$, and for $-1<r<0$ it diverges there, though integrably.

The fraction of terraces with scaled width below $s$ follows from the same substitution as in (a). The prefactor becomes $a/(2b^{(r+1)/2})=1/\Gamma[(r+1)/2]$, so
\begin{equation}
F(s)=\frac{1}{\Gamma[(r+1)/2]}\int_0^{bs^2}t^{(r-1)/2}e^{-t}dt ,
\label{fraction}
\end{equation}
which is a regularised lower incomplete gamma function.

\section*{(c) How does $b$ depend on $r$? Find its values for $r=1,2,3,4$, bounds, and its behaviour at large $r$.}

\textbf{Solution.} Write $x=(r+1)/2$ and $b=f(x)=[\Gamma(x+\frac12)/\Gamma(x)]^2$. Raising $r$ by one raises $x$ by one half. In the product of neighbouring values the middle gamma function cancels:
\begin{equation}
f(x)\,f(x+\tfrac12)=\left[\frac{\Gamma(x+1)}{\Gamma(x)}\right]^2=x^2 .
\label{product}
\end{equation}
At $r=0$, $b=[\Gamma(1)/\Gamma(\frac12)]^2=1/\pi$. Repeated use of \eqref{product}, with $x=\frac12,1,\frac32,2$, gives
\begin{equation}
b_1=\frac{1/4}{1/\pi}=\frac{\pi}{4},\quad
b_2=\frac{1}{\pi/4}=\frac4\pi,\quad
b_3=\frac{9/4}{4/\pi}=\frac{9\pi}{16},\quad
b_4=\frac{4}{9\pi/16}=\frac{64}{9\pi}.
\end{equation}
The variances from \eqref{variance} are $0.273$, $0.178$, $0.132$ and $0.104$: the distribution narrows as $r$ rises.

Bounds follow from the variance. Since $\sigma^2=x/b-1$ is positive, $f(x)<x$. The same bound at $x+\frac12$, put into \eqref{product}, gives a lower bound:
\begin{equation}
\frac{x^2}{x+1/2}<b<x,
\qquad\text{hence}\qquad
0<\sigma^2<\frac{x+1/2}{x}-1=\frac1{r+1}.
\label{bounds}
\end{equation}

For large $x$, Stirling's expansion of $2[\ln\Gamma(x+\frac12)-\ln\Gamma(x)]$ is $\ln x$ plus a series in inverse powers of $x$. Exponentiation gives $f(x)=x+c_0+c_1/x+c_2/x^2+\dots$, and re-expanding the shifted function,
\begin{equation}
f(x+\tfrac12)=x+(c_0+\tfrac12)+\frac{c_1}{x}+\frac{c_2-c_1/2}{x^2}+\dots
\end{equation}
The product must equal $x^2$, so the coefficients of $x$, $1$ and $1/x$ vanish:
\begin{align}
2c_0+\tfrac12&=0 &&\Rightarrow\quad c_0=-\tfrac14,\\
2c_1+c_0(c_0+\tfrac12)&=0 &&\Rightarrow\quad c_1=\tfrac1{32},\\
2c_2-\tfrac12c_1+c_1(2c_0+\tfrac12)&=0 &&\Rightarrow\quad c_2=\tfrac14c_1=\tfrac1{128}.
\end{align}
The numerical output gives $x^2$ times the remainder after the $c_1$ term as $0.00728$ at $r=10$ and $0.00756$ at $r=20$, approaching $c_2=0.00781$.

Dividing $x$ by the series and using $1/(1-\epsilon)=1+\epsilon+\epsilon^2+\dots$ with $\epsilon=1/(4x)-1/(32x^2)$,
\begin{equation}
\sigma^2=\frac{1}{4x}+\left(\frac1{16}-\frac1{32}\right)\frac1{x^2}+\dots
=\frac{1}{2(r+1)}+\frac{1}{8(r+1)^2}+\dots
\label{largevar}
\end{equation}
Inverting to the same order, $1/(2\sigma^2)\approx(r+1)-\frac14$, so that
\begin{equation}
r\approx\frac{1}{2\sigma^2}-\frac34\qquad(\text{large } r).
\label{inverse}
\end{equation}

\section*{(d) Show that two repelling steps in a harmonic confinement have this distribution, and find $r$.}

\textbf{Solution.} Let $u_1(y)<u_2(y)$ be the positions of two steps that run along $y$ and cannot cross. Each has stiffness $\tilde\beta$ (energy per length) and confinement energy $\kappa u_i^2/2$ per length. They repel with energy $A/w^2$ per length, where $w=u_2-u_1$ and $A\ge0$. For small slopes the energy is
\begin{equation}
\mathcal E=\int dy\left[\frac{\tilde\beta}{2}(u_1'^2+u_2'^2)+\frac{A}{w^2}+\frac{\kappa}{2}(u_1^2+u_2^2)\right].
\end{equation}
With the centre $U=(u_1+u_2)/2$ one has $u_1^2+u_2^2=2U^2+w^2/2$, and likewise for the slopes. The Boltzmann weight therefore factorises into a part for $U$ and a part for $w$, the latter with energy density $\tilde\beta w'^2/4+V(w)$, $V=A/w^2+\kappa w^2/4$.

Over a short length $\varepsilon$ along $y$, the weight for a change from $w'$ to $w$ (here $w'$ is the earlier separation) is
\begin{equation}
T(w,w')\propto\exp\left[-\frac{\tilde\beta(w-w')^2}{4\varepsilon k_BT}-\frac{\varepsilon V(w)}{k_BT}\right].
\end{equation}
The first term is a Gaussian of variance $2\varepsilon k_BT/\tilde\beta$. Acting on a smooth function, it gives the function plus half this variance times the second derivative. To first order in $\varepsilon$, and up to a constant factor,
\begin{equation}
T\simeq1-\frac{\varepsilon}{k_BT}H,\qquad
H=-\frac{(k_BT)^2}{\tilde\beta}\frac{d^2}{dw^2}+V(w).
\end{equation}
Many such factors project onto the ground state $\psi$ of $H$. At a point far from both step ends, the part of the steps on each side contributes one factor $\psi(w)$, so the density of $w$ is proportional to $\psi^2$.

Multiplying $H\psi=E_0\psi$ by $\tilde\beta/(k_BT)^2$ gives
\begin{equation}
-\psi''+\left[\frac{\tilde A}{w^2}+c^2w^2\right]\psi=E\psi,\qquad
\tilde A=\frac{\tilde\beta A}{(k_BT)^2},\quad
c=\frac{\sqrt{\tilde\beta\kappa}}{2k_BT}.
\end{equation}
Try $\psi=w^\lambda e^{-cw^2/2}$. Then $\psi'/\psi=\lambda/w-cw$ and
\begin{equation}
\frac{\psi''}{\psi}=\left(\frac\lambda w-cw\right)^2-\frac{\lambda}{w^2}-c
=\frac{\lambda(\lambda-1)}{w^2}+c^2w^2-c(2\lambda+1).
\end{equation}
The equation holds if $\lambda(\lambda-1)=\tilde A$ and $E=c(2\lambda+1)$. Of the two roots, the larger one gives a function that vanishes at $w=0$, as non-crossing requires. It has no node and is the ground state. Squaring it gives a density proportional to $w^{r}e^{-cw^2}$ with
\begin{equation}
r=2\lambda=1+\sqrt{1+4\tilde A}.
\label{exponent}
\end{equation}
The ratio \eqref{ratio}, with $c$ in place of $b$, gives the mean $\langle w\rangle=\sqrt{b/c}$, where $b$ is the constant \eqref{result}. Setting $w=s\sqrt{b/c}$ turns $cw^2$ into $bs^2$. The confinement sets the length scale and drops out of $P(s)$; the repulsion sets $r$. Without repulsion $r=2$, which is the effect of non-crossing alone. The value $r=1$ in (c) lies outside the range $A\ge0$ of this model.

\section*{(e) For many steps without repulsion, how could the $r=2$ formula be checked?}

\textbf{Solution.} Place $N$ steps, $N$ odd, on a ring of circumference $N$, so that the mean spacing is one. For $A=0$ the transfer operator contains a kinetic term for each step, and the wave function vanishes where two steps meet. The ground state is, up to a factor of unit modulus, the Slater determinant of the $N$ lowest plane waves $\phi_m=N^{-1/2}e^{2\pi imu/N}$.

Let $Q(s)$ be the probability that an interval of length $s$ contains no step. It is the integral of the squared determinant with all coordinates outside the interval. Expanding both determinants, one of the two permutation sums cancels the factor $1/N!$, and the other forms a determinant of overlaps outside the interval:
\begin{equation}
Q(s)=\det(\delta_{mn}-M_{mn}),\qquad
M_{mn}=\frac{\sin[\pi(m-n)s/N]}{\pi(m-n)},\quad M_{mm}=\frac sN .
\end{equation}
Here $M_{mn}$ is the overlap inside the interval, taken to be centred at $u=0$. Moving the interval multiplies the elements by phases that cancel in the determinant.

Let $p(t)$ be the density of spacings. With one spacing per unit length, a spacing $t>s$ offers a length $t-s$ of starting points for an empty interval. Hence
\begin{equation}
Q(s)=\int_s^\infty(t-s)p(t)\,dt,\qquad Q''(s)=p(s),\qquad
2\int_0^\infty Q\,ds=\int_0^\infty t^2p(t)\,dt=\langle s^2\rangle ,
\end{equation}
where for finite $N$ the density $p$ vanishes beyond $t=N$.

For $N=101$ the variance is $0.1800$, while the $r=2$ formula gives $0.1781$, about $1\%$ less than the ring value. The largest difference between the two densities is $0.005$. The formula is thus a close approximation near the peak, but not the true distribution of this array. Its relative error grows for wide terraces: it lies about $2\%$ below the ring density at $s=2$ and about $13\%$ below it at $s=3$. This comparison does not measure the error for repelling steps.

\section*{(f) Evaluate the distribution for $T=300$ K, $\tilde\beta=500$ meV/nm, $A=4$ meV\,nm and $\ell=3$ nm.}

\textbf{Solution.} These are round model parameters. With $k_BT=25.85$ meV,
\begin{equation}
\tilde A=\frac{500\times4}{25.85^2}=2.99,\qquad
r=1+\sqrt{1+4\times2.993}=4.60 .
\end{equation}
In an array of many steps the term $A/w^2$ still dominates when two neighbours approach, so \eqref{exponent} still gives the power of $s$ at small widths. Using the whole form \eqref{form} with this $r$ at all widths is an approximation. The constants are
\begin{equation}
b=\left(\frac{2.6854}{1.6775}\right)^2=2.563,\qquad
a=\frac{2\times2.563^{\,2.801}}{1.6775}=16.6 .
\end{equation}
The variance and the most probable scaled width are
\begin{equation}
\sigma^2=\frac{5.601}{2\times2.563}-1=0.093,\qquad
s^*=\sqrt{\frac{4.601}{2\times2.563}}=0.95 .
\end{equation}
The standard deviation is $\sigma\ell=0.305\times3\ \text{nm}=0.91$ nm, and the most probable width is $2.84$ nm, a little below the mean. In this approximation, \eqref{fraction} puts $3.8\%$ of the terraces below half the mean width. Without repulsion the $r=2$ formula would give $\sigma\ell=\sqrt{0.178}\times3\ \text{nm}=1.27$ nm, so in this model the repulsion narrows the distribution by more than a quarter.

The estimate \eqref{inverse} can be tried in reverse. From $\sigma^2=0.0929$ it gives $r\approx5.38-0.75=4.63$, and $\tilde A=(r/2)(r/2-1)\approx3.05$, about $2\%$ above the input value. This is the error of the truncated series alone. Measured widths would add statistical error and the error of the assumed form.

The two-step result of (d) was compared with a direct diagonalisation of the transfer matrix, for the same $T$, $\tilde\beta$ and $A$ and a segment length $\varepsilon=0.1$ nm; the small differences quoted below shrink as $\varepsilon$ is reduced. Here the mean follows from the confinement and is not set to $3$ nm. For $\kappa=0.5$ meV/nm$^3$,
\begin{equation}
c=\frac{\sqrt{500\times0.5}}{2\times25.85}=0.306\ \text{nm}^{-2},\qquad
\langle w\rangle=\sqrt{\frac{2.563}{0.306}}\ \text{nm}=2.89\ \text{nm}.
\end{equation}
For $\kappa=2$ meV/nm$^3$, $c$ doubles and the mean falls by $\sqrt2$ to $2.05$ nm. The matrix reproduces both means to within about $0.0001$ nm. After scaling to unit mean, both of its densities agree with $P(s)$ for the same $r$ and $b$ to about $10^{-4}$ or better, so the change of confinement has altered the length scale and left the scaled shape unchanged at this accuracy.

\section*{Table of computed values}
\begin{verbatim}
Constants of the distribution (dimensionless)
r = 1: b = 0.785398, a = 1.570796, variance = 0.273240
r = 2: b = 1.273240, a = 3.242278, variance = 0.178097
r = 3: b = 1.767146, a = 6.245609, variance = 0.131768
r = 4: b = 2.263537, a = 11.597457, variance = 0.104466
Large-r series, remainder times x^2, x = (r+1)/2
r = 10: 0.007283, r = 20: 0.007555, limit 1/128 = 0.007812
Worked example
temperature = 300 K
step stiffness = 500 meV/nm
repulsion A = 4 meV nm
mean terrace width = 3 nm
thermal energy kT = 25.8520 meV
dimensionless repulsion = 2.9926
exponent r = 4.6014
Gamma((r+2)/2) = 2.68541
Gamma((r+1)/2) = 1.67749
b = 2.56271
a = 16.63490
variance of s = 0.09287
standard deviation of s = 0.30474
standard deviation of width = 0.9142 nm
most probable s = 0.94750
most probable width = 2.8425 nm
fraction narrower than half the mean = 0.03848
Two confined steps, transfer matrix against formula
kappa = 0.5 meV/nm^3: c = 0.30581 nm^-2
  mean separation: matrix 2.8948 nm, formula 2.8949 nm
  largest difference in P(s) = 3.5e-05
kappa = 2.0 meV/nm^3: c = 0.61161 nm^-2
  mean separation: matrix 2.0469 nm, formula 2.0470 nm
  largest difference in P(s) = 1.1e-04
Free-fermion ring, 101 steps, against r = 2 formula
norm = 1.00000, mean = 1.00000
variance: ring 0.17997, formula 0.17810
largest difference in P(s) = 0.0051
\end{verbatim}
